# In-plane edge mass of a thin InGaAs film with nonparabolic bands

## Problem

An In0.53Ga0.47As film of thickness \(L=5\) nm confines electrons along \(z\) and leaves them free in the plane. Near its conduction edge the bulk band is isotropic and obeys

\[
E(1+\alpha E)=\gamma,\qquad \gamma=\frac{\hbar^2k^2}{2m},
\]

where \(E\) is measured from the bulk conduction edge, \(m=0.041\,m_0\) is the bulk edge mass, \(m_0\) is the free-electron mass and \(\alpha=1.24\) per eV. The walls are hard: the conduction envelope vanishes at \(z=0\) and \(z=L\). There is no electric field and no strain.

Let \(q\) be the in-plane wave number. The in-plane edge mass \(m_\parallel\) of the lowest subband is defined by its energy at small \(q\),

\[
E(q)=E_1+\frac{\hbar^2q^2}{2m_\parallel}+O(q^4).
\]

(a) Estimate \(m_\parallel\) by scaling. (b) Find it exactly within this model. (c) Explain why motion along the plane is affected by confinement across it, and compare the result with the estimate.

Energies are in eV, lengths in nm and masses in \(m_0\). In these units \(\hbar^2/(2m_0)=0.0381\) eV nm².

## A first estimate by scaling

Confinement in a width \(L\) forces a wave number of about \(\pi/L=0.6283\) nm⁻¹ across the film. In a parabolic band this would cost the energy

\[
\gamma_1=\frac{\hbar^2}{2m}\left(\frac{\pi}{L}\right)^2
=\frac{0.0381\times0.6283^2}{0.041}\ \text{eV}=0.367\ \text{eV}.
\]

The data of the problem are \(\hbar\), \(m\), \(L\) and \(\alpha\). The one independent dimensionless group they form is \(\alpha\gamma_1\), so \(m_\parallel/m\) must be a function of \(\alpha\gamma_1\) alone. Its two limits follow from simple forms of the band.

**Weak nonparabolicity, \(\alpha\gamma_1\ll1\).** Write the band relation as \(E=\gamma-\alpha E^2\) and put \(E\approx\gamma\) in the small term. This gives \(E\approx\gamma-\alpha\gamma^2\), whose slope is \(dE/d\gamma\approx1-2\alpha\gamma\). In-plane motion adds \(\hbar^2q^2/(2m)\) to \(\gamma\), so the energy rises by this amount times the slope. The mass is therefore \(m\) divided by the slope, and to first order

\[
m_\parallel\approx m(1+2\alpha\gamma_1).
\]

**Strong nonparabolicity, \(\alpha\gamma_1\gg1\).** Now \(\alpha E^2\) dominates the left side of the band relation, and

\[
E\approx\sqrt{\frac{\gamma}{\alpha}}=\frac{\hbar k}{\sqrt{2m\alpha}}.
\]

The energy is linear in the total wave number \(k=\sqrt{q^2+(\pi/L)^2}\). For small \(q\) the root expands as \(k\approx\pi/L+q^2L/(2\pi)\). Comparing the \(q^2\) term of the energy with \(\hbar^2q^2/(2m_\parallel)\) gives

\[
\frac{\hbar}{\sqrt{2m\alpha}}\,\frac{L}{2\pi}=\frac{\hbar^2}{2m_\parallel}
\quad\Rightarrow\quad
m_\parallel\approx\frac{\hbar\pi}{L}\sqrt{2m\alpha}=2m\sqrt{\alpha\gamma_1}.
\]

The last step uses \(\hbar\pi/L=\sqrt{2m\gamma_1}\).

**Numbers.** Here \(4\alpha\gamma_1=1.820\), so \(\alpha\gamma_1=0.455\) and neither limit holds well. The weak form gives \(0.041\times1.910=0.078\), and the strong form gives \(0.041\times\sqrt{1.820}=0.055\). The estimate is thus a mass between roughly 0.055 and 0.078 \(m_0\), clearly above the bulk value.

The weak form carries a warning. To first order, \(m(1+2\alpha\gamma_1)\) and \(m/(1-2\alpha\gamma_1)\) are equivalent, yet the second would give \(0.041/0.0902\approx0.45\,m_0\). Such a disagreement shows that a first-order expansion cannot settle the value for this film.

## Exact solution

### The band relation inside a film

The bulk relation contains \(k^2\), but a confined electron has no definite wave number along \(z\). The relation must be traced to equations that hold at each point.

Take a conduction envelope \(s\) coupled to valence envelopes \(p_x\) and \(p_z\), which lie an energy \(E_g\) lower. Since the band is isotropic, the in-plane wave vector can be put along \(x\). With a real coupling constant \(P\),

\[
\begin{aligned}
E\,s&=Pq\,p_x-iP\frac{dp_z}{dz},\\
(E+E_g)\,p_x&=Pq\,s,\\
(E+E_g)\,p_z&=-iP\frac{ds}{dz}.
\end{aligned}
\]

For conduction states \(E+E_g\) is positive, so the last two equations can be solved for \(p_x\) and \(p_z\). Multiply the first equation by \(E+E_g\) and insert them. The factor \((-i)^2=-1\) fixes the sign of the second derivative:

\[
E(E+E_g)\,s=P^2\left(q^2-\frac{d^2}{dz^2}\right)s .
\]

In the bulk the bracket becomes \(k^2\). Near the edge \(E\ll E_g\), so \(E\approx P^2k^2/E_g\), and the edge mass is fixed by \(P^2/E_g=\hbar^2/(2m)\). Dividing the full equation by \(E_g\) gives

\[
E\left(1+\frac{E}{E_g}\right)s=\frac{\hbar^2}{2m}\left(q^2-\frac{d^2}{dz^2}\right)s .
\]

This is the stated band relation with \(\alpha=1/E_g\), and it now holds inside the film. The value \(\alpha=1.24\) per eV corresponds to \(E_g=0.806\) eV. That is a parameter of the reduced model, somewhat larger than the real gap of roughly 0.74 eV.

### The walls

Since \(E\) is a number, the film equation has the form \(-s''=\text{constant}\times s\). With \(s(0)=s(L)=0\) its solutions are

\[
s_n(z)\propto\sin\frac{n\pi z}{L},\qquad n=1,2,3,\dots,
\]

and \(-d^2/dz^2\) acts on them as \((n\pi/L)^2\).

The third coupled equation then makes \(p_z\) proportional to \(\cos(n\pi z/L)\), which does not vanish at the walls. This is consistent with walls that let nothing through. The velocity operator along \(z\) is the derivative of the Hamiltonian with respect to \(\hbar k_z\), and it connects \(s\) only with \(p_z\). The probability current is therefore proportional to the real part of \(s^*p_z\), which is zero wherever \(s=0\).

Setting \(p_z=0\) at the walls would also stop the current, but it is a different problem. It requires \(ds/dz=0\) there and allows a constant \(s\), with no confinement energy at \(q=0\). The condition on \(s\) is thus a real assumption of the model.

### Energy and mass

For the lowest subband,

\[
E(1+\alpha E)=\gamma_1+\frac{\hbar^2q^2}{2m}.
\]

At \(q=0\) this is the quadratic equation \(\alpha E_1^2+E_1-\gamma_1=0\). The conduction state is the positive root,

\[
E_1=\frac{\sqrt{1+4\alpha\gamma_1}-1}{2\alpha}.
\]

To find the mass, differentiate the subband equation with respect to \(q^2\). The left side is \(E+\alpha E^2\), so

\[
(1+2\alpha E)\frac{dE}{d(q^2)}=\frac{\hbar^2}{2m}.
\]

By the definition of the edge mass, \(dE/d(q^2)=\hbar^2/(2m_\parallel)\) at \(q=0\). Hence

\[
m_\parallel=m(1+2\alpha E_1)=m\sqrt{1+4\alpha\gamma_1}.
\]

The second form follows because the solution for \(E_1\) says that \(1+2\alpha E_1\) equals the square root.

### Numbers

The square root is \(\sqrt{1+1.820}=1.679\). Therefore

\[
E_1=\frac{0.679}{2\times1.24}\ \text{eV}=0.274\ \text{eV},
\]

\[
m_\parallel=0.041\times1.679\,m_0=0.069\,m_0=6.3\times10^{-32}\ \text{kg}.
\]

Confinement raises the in-plane edge mass by 68% relative to the bulk value.

The coupled equations were also diagonalized on a grid, without use of the band relation, and the mass was taken from energy differences at small \(q\). With 200 cells across the film this gives 0.06885 \(m_0\), the same as the formula to the digits shown. Going from 100 to 200 cells moves the grid value by \(1.4\times10^{-6}\,m_0\).

## Why the in-plane mass changes

In a parabolic band between hard walls the energy is a sum of a part from motion along \(z\) and a part from motion in the plane, so confinement cannot change the in-plane mass. Here the energy is a nonlinear function of the sum \(q^2+(\pi/L)^2\). Confinement moves the starting point to a place where energy grows more slowly with \(k^2\). When the grid calculation is repeated for the same 5 nm film with \(\alpha\) reduced to 0.001 per eV, the mass is 0.0410 \(m_0\), the bulk value to three figures.

The coupled equations show what this means for the state itself. At \(q=0\) the confined electron has \(s\) and \(p_z\) parts. Averaged over the film, \(|ds/dz|^2\) equals \((\pi/L)^2|s|^2\), so the ratio of the \(p_z\) weight to the \(s\) weight is

\[
\frac{P^2(\pi/L)^2}{(E_1+E_g)^2}=\frac{E_1}{E_1+E_g}.
\]

The equality uses \(E_1(E_1+E_g)=P^2(\pi/L)^2\). The fraction of the state that remains in \(s\) is then

\[
w_s=\frac{E_1+E_g}{2E_1+E_g}.
\]

Now switch on a small \(q\). It couples the \(s\) part to \(p_x\) states, all of which lie at \(-E_g\) when \(q=0\). The original state has no \(p_x\) part, so there is no first-order shift. Second-order perturbation theory gives

\[
\Delta E=\frac{P^2q^2\,w_s}{E_1+E_g}
=\frac{P^2q^2}{E_g+2E_1}
=\frac{\hbar^2q^2}{2m}\,\frac{1}{1+2\alpha E_1},
\]

which is the same mass by another route. It separates two causes. The level has moved away from the valence states that push it upward, which multiplies the curvature by \(1/(1+\alpha E_1)=1/1.340=0.75\). In addition, only \(w_s=1.340/1.679=0.80\) of the state can take part in the coupling. The product is 0.60, the inverse of 1.68.

The first factor alone governs the position of the level. Writing the equation for \(E_1\) as

\[
E_1=\frac{\gamma_1}{1+\alpha E_1}
=\frac{\hbar^2\pi^2}{2m(1+\alpha E_1)L^2}
\]

shows that the parabolic box formula gives the right level if the mass \(m(1+\alpha E_1)=0.055\,m_0\) is used. This is lighter than the in-plane mass of 0.069 \(m_0\). One mass describes the ratio of \(k^2\) to energy and the other describes a slope, and in a nonparabolic band these differ.

## Comparison with the estimate

With \(x=4\alpha\gamma_1\), the exact ratio is \(m_\parallel/m=\sqrt{1+x}\), while the two scaling forms are \(1+x/2\) and \(\sqrt{x}\). For every positive \(x\),

\[
\sqrt{x}<\sqrt{1+x}<1+\frac{x}{2}.
\]

The right inequality follows on squaring, since \((1+x/2)^2\) exceeds \(1+x\) by \(x^2/4\). The two scaling forms therefore bracket the model's mass. For this film the weak form is 14% above the exact value and the strong form is 20% below it.

The weak form has the same structure as the exact formula, but with \(\gamma_1=0.367\) eV in place of \(E_1=0.274\) eV. Its error comes entirely from using the parabolic confinement energy, which is too high because the band flattens.

The crossover lies at \(x=1\). Since \(\gamma_1\) varies as \(L^{-2}\), this happens at \(L_c=5\sqrt{1.820}\) nm \(=6.7\) nm, and the result can be written as

\[
m_\parallel=m\sqrt{1+\left(\frac{L_c}{L}\right)^2}.
\]

For \(L\gg L_c\) the mass excess falls as \(L^{-2}\). At 50 nm the grid calculation gives 0.0414 \(m_0\), within 1% of the bulk mass. For \(L\ll L_c\) the formula tends to \(m_\parallel\propto1/L\), but the energy then leaves the range in which the simple band relation can be trusted.

The 5 nm film lies near the crossover, where thickness matters noticeably. Taking the logarithmic derivative at fixed \(m\) and \(\alpha\),

\[
\frac{d\ln m_\parallel}{d\ln L}=-\frac{x}{1+x}=-\frac{1.820}{2.820}=-0.65 .
\]

A 6% change of thickness should thus change the mass by about 4%. The full formula gives 0.072 \(m_0\) at 4.7 nm and 0.066 \(m_0\) at 5.3 nm.

## A second case: a filled subband

The edge mass describes electrons near \(q=0\). At finite \(q\) the velocity is

\[
v=\frac{1}{\hbar}\frac{dE}{dq}=\frac{2q}{\hbar}\frac{dE}{d(q^2)}=\frac{\hbar q}{m(1+2\alpha E)},
\]

so the ratio of momentum to velocity is \(m(1+2\alpha E)\), which grows with energy. The same mass sets the density of states. Including spin, there are \(q\,dq/\pi\) states per area in \(dq\), and the derivative above gives \(q\,dq=m(1+2\alpha E)\,dE/\hbar^2\). The density of states per area is therefore

\[
g(E)=\frac{m(1+2\alpha E)}{\pi\hbar^2},\qquad E>E_1 .
\]

Take \(5\times10^{12}\) electrons per cm² at 300 K, all in the lowest subband. Integrating \(g(E)\) times the Fermi function and matching this density puts the Fermi level 0.155 eV above the subband edge, about six times \(k_BT=0.0259\) eV. The electrons are strongly degenerate. The mass at the Fermi level is 0.085 \(m_0\), and its average over the occupied states is 0.078 \(m_0\), or 13% above the edge mass. That this average nearly equals the weak scaling estimate is a coincidence, since the estimate contains no electron density.

In the same hard-wall model the second subband starts 0.33 eV above this Fermi level. With rough L-valley parameters (an offset of 0.5 eV and masses of 1.2 and 0.13 \(m_0\)), the confined L valleys of a film normal to [001] start about 0.15 eV above it. Both distances are several \(k_BT\), which supports the use of one subband in the hard-wall model for that orientation; for a film normal to [111] the L distance shrinks to about 0.08 eV, near three \(k_BT\). Finite barriers bring the second subband closer to the Fermi level, so for a real channel this must be checked again. The field of the electrons' own charge is also left out here. With a gate on one side it reaches about 0.65 MV/cm at that wall, but including it in the hard-wall film changes the edge mass by only about 1% and the spacing of the two lowest subbands by less than 0.01 eV.

## The model beside a real channel

The bulk mass, \(\alpha\) and thickness are roughly those of an ultrathin InGaAs transistor channel, but real walls are not hard. Finite barriers were sized by keeping \(s\) continuous, together with its derivative divided by \(m(1+\alpha E)\) inside and by a constant mass \(m_b\) outside. A semiconductor-like barrier of height \(V=0.5\) eV with \(m_b=0.075\,m_0\), and an oxide-like one of 2.3 eV with \(0.30\,m_0\), both rough values, each give an in-plane edge mass of about 0.051 \(m_0\). With these constant barrier masses only about a third of the hard-wall increase survives; barrier masses that decrease with depth below the barrier edge raise the share to roughly 0.4 to 0.5, depending on how fast the barrier mass falls. In either case 0.069 \(m_0\) should not be used as a forecast for such a channel. The subband edge falls from 0.274 eV to 0.119 and 0.132 eV respectively.

The two barriers give similar levels for a reason visible in the matching condition. Outside, \(s\) decays at \(q=0\) at the rate \(\kappa=\sqrt{2m_b(V-E)}/\hbar\) (at finite \(q\), \(q^2\) is added to \(\kappa^2\)), and the condition contains \(\kappa/m_b\), which is proportional to \(\sqrt{(V-E)/m_b}\). The oxide-like barrier is much higher, but its mass is four times larger, and the two changes largely cancel. A high barrier is thus not by itself a hard wall: for the level to approach its hard-wall value, \((V-E)/m_b\) must be large. The in-plane mass depends in addition on the part of the state inside the barrier, which moves along the plane with mass \(m_b\). Equal levels therefore do not guarantee equal in-plane masses.

Two other neglected effects are smaller when each is added alone to the hard-wall film. A transverse field of 0.5 MV/cm, which drops 0.25 V across the film, changes the edge mass by about 0.5%. A fuller band model with a gap of 0.74 eV, a spin-orbit splitting of 0.33 eV and a free-electron kinetic term in the conduction band only, fitted to the same bulk mass, gives 0.067 \(m_0\), which is 2% lower. That figure depends on how the bulk mass is shared between the valence coupling and the conduction-band term. The fit above implies a Kane energy \(2m_0P^2/\hbar^2\) of about 19 eV. Values of 22 and 25.3 eV, balanced by a negative remote-band term so that the bulk mass stays the same, give 0.072 and 0.078 \(m_0\) instead, 5% and 13% higher. The band model therefore leaves an uncertainty of order 10% in the hard-wall mass.

For transport, a heavier mass lowers the mobility if the scattering time \(\tau\) is held fixed. For a thinly filled subband at low temperature the mobility is \(e\tau/m_\parallel\). At 300 K the thermal spread in energy raises the mass that counts in such a subband to about 0.074 \(m_0\). In the strongly filled subband above, the mass near the Fermi level, about 0.085 \(m_0\), takes the place of \(m_\parallel\). In a real film \(\tau\) also changes with thickness, so the mass ratio alone does not give the mobility ratio. The numerical output below lists the main values used here.

## Computed results

```
hbar^2/(2 m0) = 0.038100 eV nm^2
bulk edge mass = 0.041 m0
alpha = 1.24 1/eV; effective gap 1/alpha = 0.8065 eV
film thickness = 5.0 nm; pi/L = 0.62832 1/nm
parabolic confinement energy g1 = 0.3669 eV
4 alpha g1 = 1.8196 (no unit)
square root of 1 + 4 alpha g1 = 1.6792 (no unit)
subband edge E1, formula = 0.2739 eV
subband edge E1, grid = 0.2739 eV
in-plane edge mass, formula = 0.06885 m0
in-plane edge mass, grid of 200 cells = 0.06885 m0
mass shift from 100 to 200 cells = 1.4e-06 m0
in-plane edge mass = 6.271e-32 kg
ratio to bulk mass = 1.6792 (no unit)
mass that sets the level, m(1+alpha E1) = 0.05492 m0
overestimate m(1+2 alpha g1) = 0.07830 m0
grid mass for alpha = 0.001 1/eV, 5 nm = 0.04103 m0
grid mass for a 50 nm film = 0.04137 m0
mass at 4.7 nm = 0.07171 m0; at 5.3 nm = 0.06636 m0
Neglected effects, rough typical parameters:
semiconductor-like barrier: height 0.5 eV, mass 0.075 m0
  subband edge = 0.1187 eV; in-plane mass = 0.05066 m0
oxide-like barrier: height 2.3 eV, mass 0.300 m0
  subband edge = 0.1320 eV; in-plane mass = 0.05106 m0
field = 0.5 MV/cm; drop = 0.250 eV
  subband edge = 0.2702 eV; in-plane mass = 0.06921 m0
fuller band: gap 0.74 eV, spin-orbit splitting 0.33 eV
  its alpha near the bulk edge = 1.193 1/eV
  subband edge = 0.2771 eV; in-plane mass = 0.06734 m0
filling: 5.0e+12 1/cm^2 at 300 K; kT = 0.02585 eV
  Fermi level above bulk edge = 0.4284 eV
  Fermi level above subband edge = 0.1545 eV
  mass at the Fermi level = 0.08456 m0
  mean mass of the carriers = 0.07783 m0
second subband edge = 0.7569 eV; above Fermi = 0.3286 eV
L valley: offset 0.5 eV, masses 1.2 and 0.13 m0
  confinement mass along [001] = 0.1850 m0
  L subband edge = 0.5813 eV; above Fermi = 0.1529 eV
```
